\section*{Polarization dependence of absorption fine structure at K and L$_{2,3}$ edges, part 2}

Linearly polarized light with real unit polarization vector $\boldsymbol\epsilon$ lifts an electron from a filled core shell to kinetic energy $E=\hbar^2k^2/2m$ (dipole approximation, SI units, phases in radians). A neighbour at $\mathbf R=R\hat{\mathbf R}$ scatters it once and changes the smooth absorption $\sigma_0$ by the fraction $\chi=(\sigma-\sigma_0)/\sigma_0$. The question is how $\chi$ depends on $c=\cos\theta=\boldsymbol\epsilon\cdot\hat{\mathbf R}$. Potentials are spherical, non-overlapping, real and independent of spin; losses and thermal motion are left out.

The core states are $R_c(r)\,y_i(\hat{\mathbf r})$, with $y=1/\sqrt{4\pi}$ at the K edge and $y_a=\sqrt{3/4\pi}\,\hat r_a$, $a=x,y,z$, at L$_2$ and L$_3$. The part of $(\boldsymbol\epsilon\cdot\hat{\mathbf r})\,y_i$ with angular momentum $l$ is $A^{(i)}_l$; for $y_a$ the $l=2$ part is $\sqrt{3/4\pi}\,d_a$ with $d_a=(\boldsymbol\epsilon\cdot\hat{\mathbf r})\hat r_a-\tfrac13\epsilon_a$. The absorber has phase shifts $\delta_l$, real regular radial solutions $R_l\to\sin(kr-l\pi/2+\delta_l)/kr$ and radial elements $M_l=\int_0^\infty R_l\,r\,R_c\,r^2dr$; $q=M_0/M_2$ and $\Delta=\delta_0-\delta_2$.

$Y_L$, $L=(l,m)$, are real spherical harmonics, $j_l$ and $h_l=j_l+in_l$ spherical Bessel and Hankel functions. $G$ is the outgoing Green function; $g_0=-e^{ikd}/4\pi d$, $d=|\mathbf r-\mathbf r'|$, is the free one without its factor $2m/\hbar^2$. The emitted wave is $-ikF$ with
\[
F(\mathbf r)=\sum_lM_le^{i\delta_l}h_l(kr)A_l(\hat{\mathbf r})=\sum_{L_1}a_{L_1}\,j_{l_1}(k\rho)Y_{L_1}(\hat{\boldsymbol\rho}),\qquad \mathbf r=\mathbf R+\boldsymbol\rho .
\]
The neighbour has phase shifts $\eta_l$, $t_l=e^{i\eta_l}\sin\eta_l$ and $f(\pi)=|f|e^{i\varphi}=k^{-1}\sum_l(2l+1)(-1)^lt_l$. With $\mathcal N=4\pi\sum_lM_l^2\sum_i\langle A_l^{(i)2}\rangle$, $\langle\cdot\rangle$ the spherical average, single scattering gives
\begin{equation}
\chi=\mathrm{Im}\,\mathcal Z,\qquad \mathcal Z=\frac{iX}{\mathcal N},\qquad X=\sum_i\sum_{L_1}i\,t_{l_1}\,\big(a^{(i)}_{L_1}\big)^2 .
\label{eq:exact}
\end{equation}
$|\mathcal Z|$ is called the envelope. At leading order in $1/kR$, with $B=\sum_l(-i)^lM_le^{i\delta_l}A_l(\hat{\mathbf R})$,
\begin{equation}
\mathcal Z=\frac{f(\pi)e^{2ikR}}{kR^2}\;\frac{4\pi\sum_iB_i^2}{\mathcal N}.
\label{eq:pw}
\end{equation}
\begin{equation}
\chi_K=-3\cos^2\theta\,\frac{|f|}{kR^2}\sin(2kR+2\delta_1+\varphi),
\label{eq:K}
\end{equation}
\begin{align}
\chi_{L}=\frac{|f|}{kR^2}\,\frac{1}{M_2^2+\frac12M_0^2}\Big\{&\tfrac12(1+3\cos^2\theta)\,M_2^2\sin(2kR+2\delta_2+\varphi)\nonumber\\
&+\tfrac12M_0^2\sin(2kR+2\delta_0+\varphi)\nonumber\\
&+(1-3\cos^2\theta)\,M_0M_2\sin(2kR+\delta_0+\delta_2+\varphi)\Big\}.
\label{eq:L}
\end{align}
The angular weights are $W_K=3\cos^2\theta$, $W_{dd}=\tfrac12(1+3\cos^2\theta)$ and $W_{sd}=1-3\cos^2\theta$; for any single channel $W_l=\sum_iA_l^{(i)}(\hat{\mathbf R})^2/\sum_i\langle A_l^{(i)2}\rangle$.

In terms of $P_2=\frac12(3\cos^2\theta-1)$ the weights read $W_K=1+2P_2$, $W_{dd}=1+P_2$ and $W_{sd}=-2P_2$. The d-channel anisotropy is half that of the K edge: $W_{dd}$ runs from $\frac12$ to 2 while $W_K$ runs from 0 to 3. The reason that $W_{dd}$ stays finite at $90^\circ$ is visible in $d_a$. For $\hat{\mathbf R}\perp\boldsymbol\epsilon$ one has $d_a=-\epsilon_a/3$: the p orbital along $\boldsymbol\epsilon$ is excited into the d wave $\cos^2\vartheta-\frac13$ about the polarization axis, whose equatorial amplitude $-\frac13$ is half the polar amplitude $\frac23$ in size. Squaring gives the ratio $1:4$ of $\frac12$ to 2; at both of these angles the other two orbitals contribute nothing. The same observation puts the full edge in a compact form. Dividing the complex form of the braces in Eq.~(\ref{eq:L}) by $M_2^2e^{2i\delta_2}$ and inserting $1=\cos^2\theta+\sin^2\theta$,
\begin{align}
\tfrac12(1+3c^2)+\tfrac12q^2e^{2i\Delta}+(1-3c^2)qe^{i\Delta}
&=c^2\big[2-2qe^{i\Delta}+\tfrac12q^2e^{2i\Delta}\big]+(1-c^2)\big[\tfrac12+qe^{i\Delta}+\tfrac12q^2e^{2i\Delta}\big]\nonumber\\
&=\tfrac12\big(2-qe^{i\Delta}\big)^2\cos^2\theta+\tfrac12\big(1+qe^{i\Delta}\big)^2\sin^2\theta ,
\label{eq:squares}
\end{align}
with spherical average $1+\frac12q^2e^{2i\Delta}$. To first order in $q$, a negative real part of $qe^{i\Delta}$ strengthens the anisotropy and a positive one weakens it.

The trend continues for filled shells of higher $l$ in the channel $l\to l+1$. After the sum over the shell the weight is quadratic in $\boldsymbol\epsilon$, depends only on $\theta$ and averages to 1, so $W=1+\beta P_2$, and $\beta=W(0)-1$. Take $\boldsymbol\epsilon=\hat{\mathbf R}=\hat{\mathbf z}$. The recurrence $(2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m$ and the squared norm factor $(2l+1)(l-m)!/4\pi(l+m)!$ give the squared coefficient of $Y_{l+1,m}$ in $\cos\vartheta\,Y_{lm}$,
\begin{equation}
c_m^2=\frac{(l-m+1)^2}{(2l+1)^2}\,\frac{2l+1}{2l+3}\,\frac{l+1+m}{l+1-m}=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .
\end{equation}
Using $\sum_{m=-l}^lm^2=l(l+1)(2l+1)/3$, the numerators sum to $(2l+1)(l+1)[(l+1)-l/3]=(2l+1)(l+1)(2l+3)/3$, so $\sum_mc_m^2=(l+1)/3$. On the axis only $m=0$ survives, with $4\pi Y_{l+1,0}^2=2l+3$. Hence $W(0)=(2l+3)c_0^2/\sum c_m^2=3(l+1)/(2l+1)$ and
\begin{equation}
W_{l\to l+1}=1+\frac{l+2}{2l+1}\,P_2(\cos\theta),
\end{equation}
which reproduces $\beta=2$ and $\beta=1$ and falls towards $\frac12$ at large $l$.

Some of this structure survives the curvature of the wave. In Eq.~(\ref{eq:exact}) each $a_{L_1}$ is linear in $\boldsymbol\epsilon$ and $\mathcal N$ does not depend on its direction, so $\mathcal Z=\sum\epsilon_a\epsilon_bQ_{ab}$ with a symmetric tensor $Q$. A pair of spherical atoms with a filled core shell is symmetric about $\hat{\mathbf R}$, which leaves $Q_{ab}=\mathcal Z_\perp\delta_{ab}+(\mathcal Z_\parallel-\mathcal Z_\perp)\hat R_a\hat R_b$ and
\begin{equation}
\mathcal Z(\theta)=\mathcal Z_\parallel\cos^2\theta+\mathcal Z_\perp\sin^2\theta
\label{eq:quad}
\end{equation}
at any $kR$. At $\cos^2\theta=\frac13$, that is $54.74^\circ$, this equals the powder average $\bar{\mathcal Z}=(\mathcal Z_\parallel+2\mathcal Z_\perp)/3$ exactly; there $W_K=W_{dd}=1$ and $W_{sd}=0$. For a shell of equivalent neighbours only $\sum_j\cos^2\theta_j=\boldsymbol\epsilon\cdot(\sum_j\hat{\mathbf R}_j\hat{\mathbf R}_j)\cdot\boldsymbol\epsilon$ enters. For an octahedron the tensor is twice the identity and the shell gives $2\mathcal Z_\parallel+4\mathcal Z_\perp=6\bar{\mathcal Z}$ for every polarization. If the neighbour scatters only s waves, only $a_{00}=\sqrt{4\pi}F(\mathbf R)$ is needed, since $j_0(0)=1$ and the other $j_{l_1}$ vanish at $\rho=0$. Then $X=4\pi it_0\sum_iF_i(\mathbf R)^2$ contains $A_l(\hat{\mathbf R})$ exactly, and the three weights hold at any $kR$ with the full $h_l(kR)h_{l'}(kR)$ in place of the asymptotic forms.

For a general neighbour the K-edge sum can be done in closed form, because a p wave is the gradient of an s wave: $h_0'=-h_1$ gives $h_1(kr)\,\boldsymbol\epsilon\cdot\hat{\mathbf r}=-k^{-1}\boldsymbol\epsilon\cdot\nabla h_0(kr)$. Since $g_0=-(ik/4\pi)h_0(kd)$, the expansion of $g_0$ with arguments $\boldsymbol\rho$ and $-\mathbf R$, together with $Y_L(-\hat{\mathbf R})=(-1)^lY_L(\hat{\mathbf R})$, reads $h_0(k|\mathbf R+\boldsymbol\rho|)=4\pi\sum_L(-1)^lh_l(kR)Y_L(\hat{\mathbf R})j_l(k\rho)Y_L(\hat{\boldsymbol\rho})$. The gradient may be taken with respect to $\mathbf R$, so
\begin{equation}
a_L=-\frac{\sqrt{4\pi}\,M_1e^{i\delta_1}(-1)^l}{k}\left[k\cos\theta\,h_l'(kR)\,Y_L+\frac{h_l(kR)}{R}\sin\theta\,\partial_\gamma Y_L\right],
\end{equation}
where $\gamma$ is the angle of rotation of $\hat{\mathbf R}$ towards $\boldsymbol\epsilon$. The addition theorem $\sum_mY_L(\gamma)Y_L(\gamma')=\frac{2l+1}{4\pi}P_l(\cos(\gamma-\gamma'))$ gives the sums over $m$. One derivative at $\gamma=\gamma'$ vanishes, which removes the cross term, and $\partial_\gamma\partial_{\gamma'}P_l(\cos(\gamma-\gamma'))$ at $\gamma=\gamma'$ is $P_l'(1)=l(l+1)/2$. With $\mathcal N=M_1^2/3$,
\begin{equation}
\mathcal Z_K=-3e^{2i\delta_1}\sum_l(2l+1)\,t_l\left[\cos^2\theta\,h_l'(kR)^2+\sin^2\theta\,\frac{l(l+1)}2\,\frac{h_l(kR)^2}{(kR)^2}\right].
\label{eq:Kexact}
\end{equation}
With $x=kR$, the expansion $h_l=(-i)^{l+1}(e^{ix}/x)[1+il(l+1)/2x+\dots]$ gives $h_l'^2=(-1)^l(e^{2ix}/x^2)[1+i(l(l+1)+2)/x+\dots]$, where the extra $2i/x$ comes from differentiating $1/x$. The leading term returns Eq.~(\ref{eq:K}). Define $\langle\!\langle u\rangle\!\rangle=\sum(2l+1)(-1)^lt_lu_l/\sum(2l+1)(-1)^lt_l$. Then $\mathcal Z_\parallel$ is multiplied by $1+i\langle\!\langle l(l+1)+2\rangle\!\rangle/kR$, a first-order change of amplitude and phase, while $\mathcal Z_\perp/\mathcal Z_\parallel\simeq-\langle\!\langle l(l+1)\rangle\!\rangle/2(kR)^2$ is of second order. A bond normal to $\boldsymbol\epsilon$ is not strictly invisible at a K edge, but the ratio $\mathcal Z(\theta)/\bar{\mathcal Z}$ departs from $3\cos^2\theta$ only at order $(kR)^{-2}$ as $R$ grows at fixed $k$ with $f(\pi)\neq0$. Because $kf(\pi)$ is the denominator of $\langle\!\langle u\rangle\!\rangle$, the departure can still be large where backscattering is weak. The same order holds for any single channel. The factor $h_l(k|\mathbf R+\boldsymbol\rho|)$ is symmetric about the bond and common to all $\theta$. The first correction to $A_l(\hat{\mathbf R})$ is linear in $\boldsymbol\rho_\perp/R$, of order $1/kR$, and has $|m|=1$ about the bond, so it cannot interfere with the $m=0$ leading term in $\sum a_{L_1}^2$ and enters squared. For the full L edge this protection is incomplete, since $h_2$ and $h_0$ differ by the factor $1+3i/kR$, which shifts $\Delta$ at first order.

A model shows the sizes. Absorber and neighbours are given the same screened Coulomb potential $V=-(Ze^2/4\pi\varepsilon_0)[e^{-r/a}/r-e^{-r_m/a}/r_m]$ for $r<r_m$ and zero beyond, with round parameters $Z=30$, $a=2.5\times10^{-11}$~m and $r_m=1.25\times10^{-10}$~m; it is nonrelativistic, has no core hole and stands for no particular material. Take $k=1.0\times10^{11}$~m$^{-1}$, that is $E=6.10\times10^{-17}$~J ($381$~eV), and $R=2.5\times10^{-10}$~m, so $kR=25$. The 2p level is bound by $2.57\times10^{-16}$~J ($1603$~eV) and has $\langle r\rangle=9.27\times10^{-12}$~m. The photon energy is the sum of the binding and kinetic energies, $1603+381=1984$~eV, and its wavenumber $\kappa=\omega/c$ gives $\kappa\langle r\rangle=0.093$. The first correction to the dipole operator, from $\boldsymbol\epsilon\cdot\mathbf p\,e^{i\boldsymbol\kappa\cdot\mathbf r}$, carries a relative factor $i$: acting on a real orbital the two terms give $-iu$ and $v$ with real $u,v$, and the cross terms $i\langle u|G|v\rangle-i\langle v|G|u\rangle$ cancel for symmetric $G$. The correction is therefore of second order, with $(\kappa\langle r\rangle)^2\approx0.009$ as a rough measure. The radial equation gives $\delta_0=1.0675$, $\delta_1=-0.6056$, $\delta_2=-2.3497$~rad modulo $2\pi$, $|f|=9.02\times10^{-11}$~m, $\varphi=0.3464$~rad and $|f|/kR^2=0.014434$. The radial elements are $M_0=4.478\times10^{-29}$ and $M_2=2.052\times10^{-28}$~m$^{5/2}$, so $q=0.2183$, $\frac12q^2=0.0238$, and the s channel supplies $0.0238/1.0238=0.0233$ of the smooth absorption.

This small share has a large angular effect. With $\Delta=3.4172$~rad, $qe^{i\Delta}=0.2183\,(-0.9623-0.2721i)=-0.2101-0.0594i$. In Eq.~(\ref{eq:squares}) the moduli are $\frac12(2.2101^2+0.0594^2)=2.444$ at $0^\circ$ and $\frac12(0.7899^2+0.0594^2)=0.3137$ at $90^\circ$, and the average has modulus $|1+0.0238\,e^{2i\Delta}|=1.0204$. The weights $|\mathcal Z/\bar{\mathcal Z}|$ of the full edge are $2.395$ and $0.3075$, against 2 and $\frac12$ for the d channel: 20\% higher along the bond and 38\% lower across it, relative to the d-channel values. In this model at this energy the edge is still less anisotropic than a K edge, but the ratio of parallel to perpendicular is 7.8 and not 4. The size and sign of $qe^{i\Delta}$ are properties of the absorber and the energy, not of the angular algebra.

The curved-wave sum (\ref{eq:exact}), with $a_{L_1}$ obtained by numerical projection for $l_1\le18$, gives $|\mathcal Z/\bar{\mathcal Z}|$ at $0^\circ$ and $90^\circ$ equal to $3.036$ and $0.019$ for K, $2.018$ and $0.491$ for d--d, and $2.438$ and $0.284$ for the full L edge. Relative to the asymptotic weights the single-channel changes are $+1.2\%$ for K at $0^\circ$, and $+0.9\%$ and $-1.8\%$ for d--d; the full-edge changes are $+1.8\%$ and $-7.8\%$. The ratio of $h_2$ to $h_0$ accounts for only part of the latter pair: dividing $qe^{i\Delta}$ by $1+3i/25-3/625$ gives $-0.2152-0.0337i$ and, in Eq.~(\ref{eq:squares}), weights $2.400$ and $0.302$, changes of $+0.2\%$ and $-1.9\%$. At $kR=25$ the rest comes from terms of higher order in $1/kR$. The asymptotic formulas for $\mathcal Z$ itself fare much worse. The largest complex deviation over $0^\circ$, $45^\circ$ and $90^\circ$, in units of $|f|/kR^2$, is $1.12$ for K, $1.00$ for d--d and $1.16$ for L. These occur at $0^\circ$: by Eq.~(\ref{eq:quad}) the maximum lies at an end point, and at $90^\circ$ the two amplitudes being compared add up to less than the quoted deviation, as the envelopes below show. For K the deviation is $1.12/3=37\%$ of the asymptotic amplitude and for d--d it is $1.00/2=50\%$. At $10^3R$ and $10^4R$ the K deviation is $1.24\times10^{-3}$ and $1.24\times10^{-4}$, the $1/R$ law. Its coefficient fixes $|\langle\!\langle l(l+1)+2\rangle\!\rangle|=1.24\times10^{-4}\times2.5\times10^{5}/3=10.3$, so $|\langle\!\langle l(l+1)\rangle\!\rangle|$ lies between 8.3 and 12.3, and the leading-order estimate of $|\mathcal Z_\perp/\mathcal Z_\parallel|$ at $kR=25$ lies between $8.3/1250=0.007$ and $12.3/1250=0.010$. The computed ratio is $0.0189/3.036=0.0062$, just below the lower end of that range. The estimate is of leading order only, and the first correction to $\mathcal Z_\parallel$ is already $10.3/25\approx0.4$ in relative size at this $kR$, so the comparison confirms the order of magnitude and no more. At a realistic bond length, in this model, the backscattering amplitude needs its curved-wave replacement while at this $k$ the d--d weight and the K weight along the bond stay within about two percent of their asymptotic values, and the K weight at $90^\circ$ becomes $0.019$ instead of 0. This closeness does not carry over to low $k$: in the same model at the same $R$ the departures can reach tens of percent for $kR$ below about 13, and there the modulus of the K weight at $90^\circ$ can become of order 1. At $kR=25$, between the end points the K weight changes little in absolute terms, but not in relative terms. With $W=\mathcal Z/\bar{\mathcal Z}$ one has $W_\parallel+2W_\perp=3$, so Eq.~(\ref{eq:quad}) gives $W(\theta)-3\cos^2\theta=W_\perp(1-3\cos^2\theta)$. The moduli $3.036$ and $0.019$ fix $\mathrm{Re}\,W_\perp\approx-0.018$, which lowers the weight $0.090$ at $80^\circ$ by about $18\%$.

For four neighbours in a square, $\sum_j\hat{\mathbf R}_j\hat{\mathbf R}_j=2(\hat{\mathbf x}\hat{\mathbf x}+\hat{\mathbf y}\hat{\mathbf y})$, so $\sum_j\cos^2\theta_j$ is 2 for any in-plane $\boldsymbol\epsilon$ and 0 for $\boldsymbol\epsilon$ normal to the plane. The effective numbers are $N_K=6$ and 0, $N_{dd}=(4+6)/2=5$ and 2, and $N_{sd}=4-6=-2$ and $+4$; the s--s term has $4\times\frac12=2$ in both cases. The phases and their sines are
\begin{align}
2kR+2\delta_1+\varphi&=49.135,&\sin&=-0.9045,\nonumber\\
2kR+2\delta_2+\varphi&=45.647,&\sin&=+0.9956,\nonumber\\
2kR+2\delta_0+\varphi&=52.481,&\sin&=+0.7990,\nonumber\\
2kR+\delta_0+\delta_2+\varphi&=49.064,&\sin&=-0.9325.\nonumber
\end{align}
In plane, $\chi_K=-6\times0.014434\times(-0.9045)=0.0783$ and $\chi_{dd}=5\times0.014434\times0.9956=0.0719$. For the full L edge, with $q^2=0.0477$,
\begin{align}
\chi_L^{\text{in plane}}&=0.014434\times\frac{4.978+0.076+0.407}{1.0238}=0.0770,\nonumber\\
\chi_L^{\text{normal}}&=0.014434\times\frac{1.991+0.076-0.814}{1.0238}=0.0177,\nonumber
\end{align}
where the three terms are $N_{dd}\times0.9956$, $2q^2\times0.7990$ and $N_{sd}\,q\times(-0.9325)$; the d channel alone would give $0.0287$ for normal polarization. The curved-wave values of $\chi$ are $0.0526$, $0.0500$ and $0.0534$ in plane (K, d--d, L) and $-0.0004$, $0.0197$ and $0.0122$ normal to it. The envelopes separate amplitude from phase. In plane they are $0.0866$, $0.0722$, $0.0776$ asymptotically and $0.0772$, $0.0613$, $0.0665$ with curvature; normal to the plane they are $0$, $0.0289$, $0.0177$ and $0.00097$, $0.0240$, $0.0139$. The ratio of in-plane to normal envelope is $2.50$ and $2.56$ for the d channel and $4.38$ and $4.79$ for the full edge, while at the K edge the normal signal is $1.3\%$ of the in-plane one. If the single-scattering L-edge signal of this model is analysed with $(1+3\cos^2\theta)/2$ alone, the ratio at this $k$ is near 4.8 where 2.5 is predicted, and most of the difference is the s--d term. The figure is tied to the energy: $qe^{i\Delta}$ and the curvature corrections both change with $k$, and at low $k$ the ratio in the same model can fall below 2.5. Paths that scatter more than once are left out of all these values, so they are not the full fine structure of the square.

The numerical check, with its output, supplies these numbers. It tests the angular weights against quadrature over Clebsch-Gordan coupled $j=\frac12$ and $j=\frac32$ states and the $l\to l+1$ formula for $l\le3$, the signs and factors of Eqs.~(\ref{eq:K}) and (\ref{eq:L}) against a direct three-dimensional integral of $g_0$ with Gaussian cores and a point scatterer (a free absorber, $\delta_l=0$, so the absorber phase factors are not probed by this test), the $1/R$ approach of Eq.~(\ref{eq:exact}) to Eq.~(\ref{eq:pw}), and Eq.~(\ref{eq:quad}) with its magic-angle, octahedral and s-wave consequences. The closed form (\ref{eq:Kexact}) and the $(kR)^{-2}$ order of the weight corrections are derived above and are not among its tests, which check only that the perpendicular K-edge signal is non-zero.

\section*{Calculated quantities}
\begin{verbatim}
Z = 30, a = 2.500e-11 m, r_m = 1.250e-10 m
k = 1.000e+11 1/m, R = 2.500e-10 m, kR = 25.0
kinetic energy = 6.1043e-17 J = 381.0 eV
2p binding energy = 2.5685e-16 J = 1603.1 eV
<r> of 2p = 9.274e-12 m
photon wavenumber x <r> = 0.093
delta_0,1,2 (mod 2pi) = 1.0675 -0.6056 -2.3497 rad
delta_0 - delta_2 = 3.4172 rad
M0 = 4.4784e-29, M2 = 2.0519e-28 m^(5/2)
q = M0/M2 = 0.2183, s share of mu0 = 0.0233
|f(pi)| = 9.0215e-11 m, phi = 0.3464 rad
|f|/(kR^2) = 1.44344e-02
magic angle = 54.74 deg
dd weight of m_j=3/2 alone, eps||R||z = 0.0000
theta  0 deg: W_K 3.0000 W_dd 2.0000 W_sd -2.0000
theta 30 deg: W_K 2.2500 W_dd 1.6250 W_sd -1.2500
theta 45 deg: W_K 1.5000 W_dd 1.2500 W_sd -0.5000
theta 60 deg: W_K 0.7500 W_dd 0.8750 W_sd +0.2500
theta 90 deg: W_K 0.0000 W_dd 0.5000 W_sd +1.0000
K: |weight| 0, 90 deg asymptotic 3.0000 0.0000
K: |weight| 0, 90 deg curved wave 3.0361 0.0189
K: scaled error at R, 1e3 R, 1e4 R 1.12e+00 1.24e-03 1.24e-04
dd: |weight| 0, 90 deg asymptotic 2.0000 0.5000
dd: |weight| 0, 90 deg curved wave 2.0184 0.4908
dd: scaled error at R, 1e3 R, 1e4 R 1.00e+00 1.14e-03 1.14e-04
L: |weight| 0, 90 deg asymptotic 2.3951 0.3075
L: |weight| 0, 90 deg curved wave 2.4384 0.2836
L: scaled error at R, 1e3 R, 1e4 R 1.16e+00 1.30e-03 1.30e-04
square, eps in plane: N_K 6.00 N_dd 5.00 N_sd -2.00
  K: chi asym +7.8335e-02 curved +5.2603e-02; envelope 8.6606e-02 7.7163e-02
  dd: chi asym +7.1854e-02 curved +4.9979e-02; envelope 7.2172e-02 6.1325e-02
  L: chi asym +7.6994e-02 curved +5.3387e-02; envelope 7.7596e-02 6.6468e-02
square, eps normal: N_K 0.00 N_dd 2.00 N_sd +4.00
  K: chi asym +0.0000e+00 curved -4.1522e-04; envelope 0.0000e+00 9.6766e-04
  dd: chi asym +2.8741e-02 curved +1.9652e-02; envelope 2.8869e-02 2.3990e-02
  L: chi asym +1.7669e-02 curved +1.2174e-02; envelope 1.7696e-02 1.3866e-02
\end{verbatim}
